# Oscillator-Strength Sums in Time-Dependent DFT and the Tamm–Dancoff Approximation, part 2

In the Tamm–Dancoff approximation, time-dependent density-functional theory gives the beryllium atom dipole oscillator strengths that add up to 4.90 instead of four. Full linear response serves to diagnose the excess.

Hartree atomic units are used. The $N$ electrons doubly occupy real Kohn–Sham orbitals $\varphi_i$, eigenfunctions of $h$ with energies $\varepsilon_i$; $i,j,k$ label occupied orbitals, $a,b$ virtual ones, $p$ either. Pairs $(ia)$ index the diagonal matrix $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$ and the vectors $d_{ia}=\langle\varphi_i|z|\varphi_a\rangle$ and $g_{ia}=\langle\varphi_i|\partial_z|\varphi_a\rangle$, with $g=\Delta d$ in a complete basis; $z_{ij}=\langle\varphi_i|z|\varphi_j\rangle$. Perturbed orbitals are $\psi_i=e^{-i\varepsilon_it}[\varphi_i+\sum_pc_{pi}\varphi_p]$. The kernel $f=1/|\mathbf r-\mathbf r'|+f_{xc}$ acts on the total density $n$; ALDA is its adiabatic local-density form. It enters through

$$K_{ia,jb}=\iint\varphi_i(\mathbf r)\varphi_a(\mathbf r)\,f(\mathbf r,\mathbf r')\,\varphi_j(\mathbf r')\varphi_b(\mathbf r')\,d^3r\,d^3r' \tag{3}$$

A field $E\cos\omega t$ along $z$ induces the dipole $\mu=\alpha E\cos\omega t$, $\alpha(\omega)=2\,d^T(x+y)$. With $s=x+y$, $t=x-y$ and orthonormal $F_I$, $\Omega F_I=\omega_I^2F_I$,

$$\begin{pmatrix}A-\omega&B\\ B&A+\omega\end{pmatrix}\begin{pmatrix}x\\ y\end{pmatrix}=\begin{pmatrix}d\\ d\end{pmatrix},\qquad A=\Delta+2K,\quad B=2K, \tag{5}$$

$$(\Delta+4K)\,s-\omega\,t=2d,\qquad \Delta\,t-\omega\,s=0 . \tag{6}$$

$$\Omega=\Delta^{1/2}(\Delta+4K)\,\Delta^{1/2},\qquad \Omega_{ia,jb}=\delta_{ij}\delta_{ab}\Delta_{ia}^2+4\sqrt{\Delta_{ia}}\,K_{ia,jb}\sqrt{\Delta_{jb}} . \tag{7}$$

$$\alpha(\omega)=4\,d^T\Delta^{1/2}\,(\Omega-\omega^2)^{-1}\,\Delta^{1/2}d . \tag{8}$$

$$\alpha(\omega)=\sum_I\frac{4\,(d^T\Delta^{1/2}F_I)^2}{\omega_I^2-\omega^2}. \tag{9}$$

The strengths, amplitudes and sum are

$$f_I=4\,\big(d^T\Delta^{1/2}F_I\big)^2 . \tag{10}$$

$$X_I+Y_I=\omega_I^{-1/2}\Delta^{1/2}F_I,\qquad X_I-Y_I=\omega_I^{1/2}\Delta^{-1/2}F_I \tag{11}$$

$$f_I=4\omega_I\,[d^T(X_I+Y_I)]^2,\qquad \mu_I=\sqrt2\,d^T(X_I+Y_I). \tag{12}$$

$$\sum_If_I=4\,d^T\Delta^{1/2}\Big(\sum_IF_IF_I^T\Big)\Delta^{1/2}d=4\,d^T\Delta\,d=4\sum_{ia}(\varepsilon_a-\varepsilon_i)\,d_{ia}^2 . \tag{13}$$

For a multiplicative potential, the double commutator $2zhz-z^2h-hz^2$ makes (13) equal $N$ in a complete basis; if $z\varphi_i$ lies in a finite basis, (16) holds:

$$2\langle i|zhz|i\rangle-2\varepsilon_i\langle i|z^2|i\rangle=2\sum_p(\varepsilon_p-\varepsilon_i)\,z_{pi}^2=1 . \tag{15}$$

$$4d^T\Delta d=N+4\sum_i\langle z^2\varphi_i|(h-\varepsilon_i)\varphi_i\rangle . \tag{16}$$

The velocity and mixed forms are

$$f_I^{V}=\frac{4\,[g^T(X_I-Y_I)]^2}{\omega_I},\qquad f_I^{M}=4\,[d^T(X_I+Y_I)]\,[g^T(X_I-Y_I)] , \tag{17}$$

The Tamm–Dancoff approximation (TDA) sets $B=0$, so $AX_I=\omega_IX_I$ with orthonormal $X_I$:

$$\alpha^{\rm TDA}(\omega)=2\sum_I(d^TX_I)^2\Big[\frac1{\omega_I-\omega}+\frac1{\omega_I+\omega}\Big]=\sum_I\frac{4\omega_I\,(d^TX_I)^2}{\omega_I^2-\omega^2}, \tag{18}$$

$$\sum_If_I^{\rm TDA}=4\,d^TA\,d=4\,d^T\Delta\,d+8\,d^TK\,d . \tag{19}$$

$$\rho(\mathbf r)=\tfrac12\,z\,n(\mathbf r)-\sum_{ij}z_{ij}\,\varphi_i\varphi_j,\qquad \sum_If_I^{\rm TDA}-\sum_If_I=8\iint\rho(\mathbf r)f(\mathbf r,\mathbf r')\rho(\mathbf r')\,d^3r\,d^3r' . \tag{20}$$

The other two forms also change. Setting $Y=0$ in (17) gives $f^{V,\rm TDA}_I=4(g^TX_I)^2/\omega_I$ and $f_I^{M,\rm TDA}=4(d^TX_I)(g^TX_I)$. They no longer agree with the length form even in a complete basis, because the identity behind (17) used $\Delta(X-Y)=\omega_I(X+Y)$, which has been replaced by $AX=\omega_IX$. The velocity sum is $4g^TA^{-1}g$. Multiplying $A=\Delta+2K$ by inverses gives $A^{-1}=\Delta^{-1}-2\Delta^{-1}KA^{-1}$ and its transpose $A^{-1}=\Delta^{-1}-2A^{-1}K\Delta^{-1}$; inserting the second into the first and using $g=\Delta d$,

$$\sum_If_I^{V,\rm TDA}=4\,d^T\Delta d-8\,d^TKd+16\,(Kd)^TA^{-1}(Kd). \tag{21}$$

To first order in $K$ the velocity sum errs by the same amount as the length sum, with the opposite sign, and the last term is non-negative when $A$ is positive definite. A kernel with $d^TKd=0$ but $Kd\ne0$ would satisfy the length sum and violate the velocity sum. The mixed sum uses completeness alone, $4d^T(\sum_IX_IX_I^T)g=4d^Tg$, and is free of the kernel. It equals $N$ whenever $z\varphi_i$ lies in the basis: $\partial_z$ is antisymmetric between real functions, so $\sum_p\langle i|z|p\rangle\langle i|\partial_z|p\rangle=-\int z\varphi_i\,\partial_z\varphi_i=\tfrac12$; the occupied terms $\sum_{ij}z_{ij}g_{ij}$ vanish as the contraction of a symmetric with an antisymmetric matrix; and $4\cdot\tfrac N2\cdot\tfrac12=N$. The statement that the approximation destroys the sum rule is therefore true of the length and velocity forms and false of the mixed form. A correct mixed sum is no evidence of good strengths, since any complete orthonormal set of vectors would pass that test, the terms are not the residues of (18), and nothing forces them to be positive.

A single transition shows the order at which the damage occurs. All matrices are numbers, $F=1$, and

$$\omega^2=\Delta^2+4\Delta K,\quad f=4\Delta d^2;\qquad \omega^{\rm TDA}=\Delta+2K,\quad f^{\rm TDA}=4(\Delta+2K)\,d^2 . \tag{22}$$

Expanding the root, $\omega=\Delta+2K-2K^2/\Delta+\dots$, so the approximate frequency is right to first order in $K/\Delta$. The strength is wrong at first order, by the factor $1+2K/\Delta$. From (11), $X+Y=(\Delta/\omega)^{1/2}\approx1-K/\Delta$ and $X-Y\approx1+K/\Delta$, so $Y\approx-K/\Delta$. The amplitude $Y$ enters the energy and the norm quadratically but the transition dipole linearly. A small $Y^TY$, or good agreement of excitation energies, therefore does not guarantee equally good intensities.

The proof of (13) used $A-B=\Delta$, and exact exchange is a case where this fails. A fraction $c_x$ of Fock exchange adds to $h$ the operator with kernel $-c_x\gamma(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|$, where $\gamma=\sum_j\psi_j(\mathbf r)\psi_j^*(\mathbf r')$ is the density matrix of one spin. Its first-order change is $\delta\gamma=\sum_{jb}[c_{bj}\varphi_b(\mathbf r)\varphi_j(\mathbf r')+c_{bj}^*\varphi_j(\mathbf r)\varphi_b(\mathbf r')]$. Taking the matrix element between $\varphi_a(\mathbf r)$ and $\varphi_i(\mathbf r')$, with $(pq|rs)$ the Coulomb integral of the products $\varphi_p\varphi_q$ and $\varphi_r\varphi_s$, adds $-c_x(ij|ab)$ to $A$ and $-c_x(ib|ja)$ to $B$. Steps (6) to (13) go through with the matrix $A-B$, assumed positive definite, in place of $\Delta$, and

$$\sum_If_I=4\,d^T(A-B)\,d=4\,d^T\Delta d-4c_x\sum_{ia,jb}d_{ia}\,[(ij|ab)-(ib|ja)]\,d_{jb}. \tag{23}$$

The last sum can be evaluated. With $\chi_i=\sum_ad_{ia}\varphi_a$ it is $M(\chi,\chi)$, where $M(u,w)=\sum_{ij}[(ij|u_iw_j)-(i\,w_j|j\,u_i)]$. When $z\varphi_i$ lies in the basis, $\chi_i=z\varphi_i-o_i$ with $o_i=\sum_kz_{ik}\varphi_k$. Then $M(u,o)=\sum_{ijk}z_{jk}[(ij|u_ik)-(ik|ju_i)]=0$, because exchanging $j$ and $k$ in the second term turns it into the first, and $M(o,w)=\sum_{ijk}z_{ik}[(ij|kw_j)-(iw_j|jk)]=0$ by exchanging $i$ and $k$. Hence $M(\chi,\chi)=M(z\varphi,z\varphi)=\iint\gamma^2(z'^2-zz')/|\mathbf r-\mathbf r'|$, and symmetrizing in $\mathbf r,\mathbf r'$ gives $\tfrac12\iint\gamma^2(z-z')^2/|\mathbf r-\mathbf r'|$. At fixed orbitals the sum thus falls by $2c_x\iint\gamma^2(z-z')^2/|\mathbf r-\mathbf r'|$. When the orbitals come from the same nonlocal $h$, the double commutator in (15) gains a term: for an operator with kernel $k(\mathbf r,\mathbf r')$, $2zkz-z^2k-kz^2$ has kernel $-(z-z')^2k$, so the exchange operator contributes $+c_x(z-z')^2\gamma/|\mathbf r-\mathbf r'|$, and summing over $i$ gives $4d^T\Delta d=N+2c_x\iint\gamma^2(z-z')^2/|\mathbf r-\mathbf r'|$. The two terms cancel in (23). A consistent hybrid or Hartree–Fock response still sums to $N$ in a complete basis, but the kernel is needed to bring this about.

The other assumptions fail in milder ways. A nonlocal pseudopotential changes the value of $4d^T\Delta d$ through the same commutator but leaves (13) intact. If $\Delta+4K$ has a negative eigenvalue, (13) remains an algebraic identity, but it includes a term with imaginary $\omega_I$ that is no absorption line. A vanishing gap makes $\Delta^{-1}$ undefined and the elimination after (6) invalid. A frequency-dependent kernel gives $\alpha=4d^T[\Delta+4K(\omega)-\omega^2\Delta^{-1}]^{-1}d$, so $u^2\alpha(iu)$ still tends to $4d^T\Delta d$ provided $K(iu)/u^2\to0$, but the residues are no longer given by (10) with unit vectors $F_I$.

The beryllium atom, $N=4$, shows the sizes involved. The ground state is computed in the local-density approximation with Slater exchange and VWN correlation, in a chosen basis of 15 Gaussian exponents $0.015\times2.4^k$ bohr$^{-2}$, $k=0,\dots,14$, used for both $s$ and $p$ shells. Because $z$ times an $s$ Gaussian is the $p_z$ Gaussian with the same exponent, $z\varphi_i$ lies exactly in the basis for both occupied orbitals. The vector $d$ connects $1s$ and $2s$ only to $p_z$ orbitals, and $K$ does not mix these pairs with others by symmetry, so the $z$ channel has $2\times15=30$ transitions. The total energy is $-14.44700$ Ha and the orbital energies are $\varepsilon_{1s}=-3.85635$, $\varepsilon_{2s}=-0.20574$ and $\varepsilon_{2p}=-0.07718$ Ha. All numbers below refer to this basis, and not every digit is converged: a larger set of 30 exponents $0.003\times1.8^k$ gives $-14.44721$ Ha and $\varepsilon_{1s}=-3.85641$ Ha, with $\varepsilon_{2s}$ and $\varepsilon_{2p}$ unchanged. The sum (13) is $4d^T\Delta d=4.000081$, made of 2.00001 from $1s$ and 2.00007 from $2s$; each is close to 2 separately because $z_{1s,2s}=0$. The basis defect is $8.05\times10^{-5}$, and the velocity value is $4g^T\Delta^{-1}g=3.999924$.

Seven kernels are applied to these fixed orbitals: none, half the Hartree-plus-ALDA kernel, the whole of it, Hartree alone, twice Hartree, a contact kernel $\delta(\mathbf r-\mathbf r')$ of unit strength, and a random positive matrix. In full response all seven give 4.00008 in the length form and 3.99992 in the velocity form. The Tamm–Dancoff length sums are, in the same order, 4.00008, 4.45195, 4.90382, 5.56710, 7.13412, 4.35219 and 8.12518. For the ALDA case (19) reads $4.00008+0.90373=4.9038$, and the excess is linear in the kernel: 0.45187 for half of it, and 3.13404 against 1.56702 for doubled and single Hartree. The velocity sums fall instead, to 3.65213, 3.43413, 3.18478, 2.85057, 3.69737 and 2.67314 for the six nonzero kernels. For ALDA the first two terms of (21) give about $4.000-0.904=3.096$, below the computed 3.434, as the positive last term requires. The mixed sum is 4.00000 for every kernel, the random one included. In the larger basis the full-response sums become 4.00000, the ALDA and Hartree length sums 4.90372 and 5.56700, the ALDA velocity sum 3.43422 and the ALDA excess 0.90372, so the excess persists while the basis defect disappears.

The excess can be had from the ground-state density alone. With $z_{ij}=0$, $\rho=zn/2$ and (20) becomes $2[(zn|zn)+\int z^2n^2f_{xc}\,d^3r]$. For spherical $n$, $zn=r\,n(r)\cos\theta$ picks out the term $(r_</r_>^2)\cos\gamma_{12}$ of the multipole expansion of $1/|\mathbf r-\mathbf r'|$, where $\gamma_{12}$ is the angle between $\mathbf r$ and $\mathbf r'$. The angular integrals $\int\cos\theta'\cos\gamma_{12}\,d\Omega'=\tfrac{4\pi}3\cos\theta$ and $\int\cos^2\theta\,d\Omega=\tfrac{4\pi}3$, and a factor 2 for the two orderings of $r$ and $r'$, give

$$(zn|zn)=2\Big(\frac{4\pi}3\Big)^2\int_0^\infty r\,n(r)\int_0^r r'^4\,n(r')\,dr'\,dr,\qquad \int z^2n^2f_{xc}\,d^3r=\frac{4\pi}3\int_0^\infty r^4n^2f_{xc}\,dr . \tag{24}$$

Radial quadrature yields 0.78351 and $-0.33164$ Ha bohr$^2$. The excess is $2\times0.78351-2\times0.33164=1.56702-0.66328=0.90374$, against 0.90373 from the matrix $K$, and $0.90374/4.000081$ is 22.6 % of the sum.

The $2s\to2p$ transition taken alone has $\Delta=-0.07718+0.20574=0.12856$ Ha, $|d|=1.59192$ bohr and $K=0.03554$ Ha, the sum of a Hartree part 0.06468 and an exchange-correlation part $-0.02913$ Ha up to rounding. Equation (22) gives $\omega^2=0.016528+4\times0.12856\times0.03554=0.016528+0.018276=0.034804$, so $\omega=0.1866$ Ha, and $f=4\times0.12856\times1.59192^2=0.51424\times2.53421=1.3032$. The amplitudes are $X=1.01738$ and $Y=-0.18727$, the sign following from $X+Y<1<X-Y$; then $X^2-Y^2=1.0351-0.0351=1.0000$ and $(X+Y)^2=0.83011^2=0.6891=\Delta/\omega$. In the approximation, $\omega=0.12856+2\times0.03554=0.1996$ Ha and $f=4\times0.19965\times2.53421=2.0238$, larger by $1+2K/\Delta=1.5530$. This ratio is the product of $0.19965/0.18657=1.070$ from the frequency and $1/0.6891=1.451$ from the squared dipole. Dropping an amplitude that contributes 0.035 to the norm raises the squared dipole by 45 % of its full-response value.

With all 30 transitions the lowest line lies at 0.17718 Ha (4.821 eV) with $f=1.30394$ in full response and at 0.18707 Ha (5.091 eV) with $f=1.72032$ in the approximation, the Kohn–Sham values being 0.12856 Ha (3.498 eV) and 1.30321. The frequency is too high by $0.18707/0.17718=1.056$ and the strength by $1.72032/1.30394=1.319$. Individual strengths are more sensitive to the basis than the sums. The larger basis gives 0.17716 Ha with $f=1.3003$ in full response and 0.18697 Ha with $f=1.6986$ in the approximation, ratios of 1.055 and 1.306, and it lowers the velocity and mixed values quoted below to 0.7823 and 1.1527. That the full strength of this line almost equals its Kohn–Sham value is a result for this atom, not a consequence of (13): the next two states, which lie above the threshold $-\varepsilon_{2s}=0.20574$ Ha and are basis-dependent representatives of the continuum rather than lines, change from 0.00380 to 0.06790 and from 0.07505 to 0.01264, which is the redistribution that (13) permits. The Tamm–Dancoff values for these two are 0.28443 and 0.00597. For the lowest line the approximation offers three answers, 1.72032 in length form, 0.79177 in velocity form and 1.16709 in mixed form, the last being the geometric mean, $\sqrt{1.72032\times0.79177}=1.1671$, as the definitions imply; none equals 1.30394.

The static polarizability tests (10) against a calculation that uses no response theory. Self-consistent ground states in fields of 0.001 and 0.002 a.u. give $\mu/F=43.7992$ and 43.8069 bohr$^3$. Since $\mu/F=\alpha+O(F^2)$ for an atom, the quadratic term is removed by $(4\times43.7992-43.8069)/3=43.797$ bohr$^3$, which is the value of $\sum_If_I/\omega_I^2=43.797$ bohr$^3$. The lowest line supplies $1.30394/0.17718^2=41.5$ of it. The uncoupled value $4d^T\Delta^{-1}d$ is 80.561 and the Tamm–Dancoff value $4d^T(\Delta+2K)^{-1}d$ is 55.065 bohr$^3$, higher than the full one by a factor 1.257 because only half of the screening is kept; the larger basis leaves 43.797 unchanged and gives 80.557 and 55.063 for the other two. The rise from 43.8 to 55.1 occurs at fixed orbitals, basis and kernel, and so belongs to the approximation alone. Below the first line, $\alpha(0.1\ \text{Ha})=63.528$ bohr$^3$, and at $u=10^5$ Ha the direct solution of (5) gives $u^2\alpha(iu)=4.000080$, below the sum (13) by the leading correction $\sum_If_I\omega_I^2/u^2\approx6\times10^{-8}$, which is enough to change the last rounded digit of $4.000081$. Adding exchange terms with $c_x=0.1$ to $A$ and $B$, at fixed LDA orbitals and with $K$ unchanged, moves the full-response sum to 3.71160, a shift of $-0.28848$, negative as derived from (23).

The numerical check below builds $\Delta$, $d$, $g$ and the seven matrices $K$ and tests the results listed here by a second route; equations (16) and (21) and the real-space form of the exchange term in (23) rest on their derivations only. The strengths (10) are compared state by state with those from the non-Hermitian eigenproblem for $(X,Y)$ normalized to $X^TX-Y^TY=1$, and the sums (13) and $4g^T\Delta^{-1}g$ are taken from that eigenproblem, in which the matrix $\Omega$ never appears. The pole expansion (9) at $\omega=0.1$ Ha and the high-frequency limit are compared with a direct linear solution of (5), and $\alpha(0)$ with the finite-field calculation. The lowest line is compared with the iterative TDDFT and Tamm–Dancoff solvers of PySCF, whose isotropic strengths summed over the threefold level, 1.3039 and 1.7203, equal the $z$-channel values because each of the three members contributes one third. The Tamm–Dancoff sums from the eigenvectors of $A$ are compared with (19), the two parts of $8d^TKd$ with the radial integrals (24), the full-response one-transition formulas in (22) with a $2\times2$ eigenproblem, and the sum with exact exchange with (23).

## Computed values

```
inputs: N = 4, exponents 0.015*2.4^k bohr^-2, k=0..14, transitions = 30
E_LDA = -14.44700 Ha
eps(1s) = -3.85635, eps(2s) = -0.20574, eps(2p) = -0.07718 Ha
4 d.Delta.d = 4.000081, defect from N = 8.05e-05; 4 g.Delta^-1.g = 3.999924
  from 1s: 2.00001, from 2s: 2.00007
kernel: sums of f  full(L) full(V) | TDA(L) TDA(V) TDA(mixed) | 8 d.K.d
none        4.00008 3.99992 | 4.00008 3.99992 4.00000 | 0.00000
ALDA/2      4.00008 3.99992 | 4.45195 3.65213 4.00000 | 0.45187
ALDA        4.00008 3.99992 | 4.90382 3.43413 4.00000 | 0.90373
Hartree     4.00008 3.99992 | 5.56710 3.18478 4.00000 | 1.56702
2*Hartree   4.00008 3.99992 | 7.13412 2.85057 4.00000 | 3.13404
contact g=1 4.00008 3.99992 | 4.35219 3.69737 4.00000 | 0.35211
random      4.00008 3.99992 | 8.12518 2.67314 4.00000 | 4.12510
radial: (zn|zn) = 0.78351, int z^2 n^2 fxc = -0.33164 Ha bohr^2
TDA excess: Hartree 1.56702, xc -0.66328, total 0.90374 = 22.6 % of the sum
PySCF TDDFT: 2s->2p f = 1.3039; this code 1.3039
PySCF TDA: 2s->2p f = 1.7203; this code 1.7203
state: KS omega(Ha) f | full omega f | TDA omega f(L)
1: 0.12856 1.30321 | 0.17718 1.30394 | 0.18707 1.72032
2: 0.22964 0.00380 | 0.23335 0.06790 | 0.23680 0.28443
3: 0.31876 0.07505 | 0.31941 0.01264 | 0.32210 0.00597
line 1 in eV: KS 3.498, full 4.821, TDA 5.091
line 1 TDA: f(V) = 0.79177, f(mixed) = 1.16709
mu/F at F = 0.001, 0.002 a.u.: 43.7992, 43.8069 bohr^3
alpha(0): finite field 43.797, sum f/omega^2 43.797 bohr^3
alpha(0): KS uncoupled 80.561, TDA 55.065 bohr^3
alpha(0.1 Ha) = 63.528 bohr^3
u^2 alpha(iu) at u = 1e+05 Ha: 4.000080
one pole: Delta = 0.12856 Ha, K = 0.03554 Ha, |d| = 1.59192 bohr
  K Hartree = 0.06468 Ha, K xc = -0.02913 Ha
  full: omega = 0.18657+0.00000j Ha, |X| = 1.01738, |Y| = 0.18727, (X+Y)^2 = 0.68910+0.00000j, f = 1.30321
  TDA: omega = 0.19965 Ha, f = 2.02384, ratio = 1.5530
exchange fraction c = 0.1, fixed orbitals: sum f = 3.71160, shift = -0.28848
```
